# Surface Optical Phonon of a Polar Half-Space and Its Remote Coupling: test program

```python
"""Surface optical phonon of a polar half-space and its remote coupling.

Result under test, for a crystal at z < 0 and an electron sheet at z = d:
  w_s^2   = w_TO^2 (eps_0 + 1)/(eps_inf + 1)
  A|M_q|^2 = e^2 hbar w_s/(2 eps_v q) * S * exp(-2 q d)
  S       = 1/(eps_inf + 1) - 1/(eps_0 + 1)
eps_inf, eps_0: high-frequency and static dielectric constants;
w_TO: transverse optical frequency; eps_v: vacuum permittivity;
q: in-plane wavevector; A: area; M_q: electron-phonon matrix element.
Energies are in eV, lengths in nm; frequencies are stored as hbar*w.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

E2_OVER_EPSV = const.e / const.epsilon_0 * 1e9       # e^2/eps_v in eV nm
HBAR_C = const.hbar * const.c / const.e * 1e9        # eV nm


def dielectric(w, eps_inf, eps_0, w_to):
    return eps_inf + (eps_0 - eps_inf) * w_to**2 / (w_to**2 - w**2)


def surface_energy(eps_inf, eps_0, w_to):
    return w_to * np.sqrt((eps_0 + 1) / (eps_inf + 1))


def strength(eps_inf, eps_0):
    return 1 / (eps_inf + 1) - 1 / (eps_0 + 1)


def coupling_squared(q, d, eps_inf, eps_0, w_to):
    """Derived formula for A|M_q|^2 in eV^2 nm^2."""
    w_s = surface_energy(eps_inf, eps_0, w_to)
    return (E2_OVER_EPSV * w_s / (2 * q) * strength(eps_inf, eps_0)
            * np.exp(-2 * q * d))


def lattice_modes(q, d, eps_inf, eps_0, w_to, n_crystal=300, n_vacuum=200):
    """Diagonalise the lattice coupled to Poisson's equation.

    The crystal is 8/q deep on a grounded plane, whose influence is of
    order exp(-16). Both displacement components are free in every cell.
    Returns mode energies and each mode's A|M|^2 at height d.
    """
    steps = np.r_[np.full(n_crystal, 8 / q / n_crystal),
                  np.full(n_vacuum, d / n_vacuum)]
    n_cells = len(steps)
    cells = np.arange(n_cells)
    average = np.zeros((n_cells, n_cells + 1))
    slope = np.zeros((n_cells, n_cells + 1))
    average[cells, cells] = average[cells, cells + 1] = 0.5
    slope[cells, cells] = -1 / steps
    slope[cells, cells + 1] = 1 / steps
    root_step = np.sqrt(steps)[:, None]
    # the grounded bottom node is removed
    grad_x = (root_step * q * average)[:, 1:]
    grad_z = (root_step * slope)[:, 1:]
    eps_cell = np.where(cells < n_crystal, eps_inf, 1.0)[:, None]
    poisson = grad_x.T @ (eps_cell * grad_x) + grad_z.T @ (eps_cell * grad_z)
    poisson[-1, -1] += q          # decaying potential above the sheet
    grad_crystal = np.vstack([grad_x[:n_crystal], grad_z[:n_crystal]])
    potential = np.linalg.solve(poisson, grad_crystal.T)
    g_squared = (eps_0 - eps_inf) * w_to**2      # gamma^2/eps_v
    dynamical = g_squared * grad_crystal @ potential
    dynamical = 0.5 * (dynamical + dynamical.T)
    dynamical += w_to**2 * np.eye(2 * n_crystal)
    squares, vectors = eigh(dynamical)
    energies = np.sqrt(squares)
    at_sheet = potential[-1] @ vectors
    couplings = E2_OVER_EPSV * g_squared * at_sheet**2 / (2 * energies)
    return energies, couplings


# Round model parameters of the worked example
eps_inf, eps_0, w_to = 3.0, 9.0, 0.050
d, q = 0.5, 0.5
model = (eps_inf, eps_0, w_to)
w_s = surface_energy(*model)
w_lo = w_to * np.sqrt(eps_0 / eps_inf)
S = strength(eps_inf, eps_0)

# Frequency, coupling and exclusiveness of the surface mode
cases = [(q, d) + model, (1.0, 2.0) + model, (0.3, 1.0, 2.0, 20.0, 0.030)]
freq_errors, coupling_errors, bulk_shares, bulk_errors = [], [], [], []
for index, case in enumerate(cases):
    energies, couplings = lattice_modes(*case)
    mode = int(np.argmax(couplings))
    ei, e0, wt = case[2:]
    freq_errors.append(abs(energies[mode] / surface_energy(ei, e0, wt) - 1))
    coupling_errors.append(abs(couplings[mode] / coupling_squared(*case) - 1))
    others = np.delete(energies, mode)
    bulk_shares.append(np.delete(couplings, mode).sum() / couplings.sum())
    longitudinal = wt * np.sqrt(e0 / ei)
    distance = np.minimum(abs(others - wt), abs(others - longitudinal))
    bulk_errors.append(distance.max() / wt)
    if index == 0:
        numeric_energy, numeric_coupling = energies[mode], couplings[mode]
assert max(freq_errors) < 1e-6        # finite depth: exp(-16)
assert max(coupling_errors) < 1e-4    # second-order grid error in the gap
assert max(bulk_shares) < 1e-6
assert max(bulk_errors) < 1e-6
assert abs(dielectric(w_s, *model) + 1) < 1e-10


def reflected_amplitude(eps):
    """Match potential and normal displacement for a unit incident wave."""
    # unknowns: reflected amplitude outside, transmitted amplitude inside
    matrix = np.array([[1.0, -1.0], [-1.0, -eps]])
    return np.linalg.solve(matrix, np.array([-1.0, -1.0]))[0]


# Lattice part of the screened interaction against phonon exchange
response_errors = []
for w in np.array([0.0, 0.4, 0.9, 1.2, 1.9, 3.0]) * w_to:
    lattice_part = (reflected_amplitude(dielectric(w, *model))
                    - reflected_amplitude(eps_inf))
    from_response = (E2_OVER_EPSV / (2 * q) * np.exp(-2 * q * d)
                     * lattice_part)
    from_phonon = (2 * w_s * coupling_squared(q, d, *model)
                   / (w**2 - w_s**2))
    response_errors.append(abs(from_response / from_phonon - 1))
assert max(response_errors) < 1e-9

# Relaxation energy of a fixed charge: sum over phonons against image charges
phonon_shift = -quad(lambda k: k / (2 * np.pi)
                     * coupling_squared(k, d, *model) / w_s,
                     0, np.inf)[0]
image_static = E2_OVER_EPSV * reflected_amplitude(eps_0) / (16 * np.pi * d)
image_clamped = E2_OVER_EPSV * reflected_amplitude(eps_inf) / (16 * np.pi * d)
assert abs(phonon_shift / (image_static - image_clamped) - 1) < 1e-7

# Retarded surface mode at ten times the light wavevector
q_light = w_s / HBAR_C
q_test = 10 * q_light


def retarded_condition(w):
    eps = dielectric(w, *model)
    k = w / HBAR_C
    return eps * np.sqrt(q_test**2 - k**2) + np.sqrt(q_test**2 - eps * k**2)


w_retarded = brentq(retarded_condition, 1.001 * w_to, w_s, xtol=1e-15)
retarded_shift = w_retarded / w_s - 1
assert -1e-3 < retarded_shift < 0

print("MODEL INPUT")
print(f"eps_inf = {eps_inf:.1f}, eps_0 = {eps_0:.1f} (dimensionless)")
print(f"hbar w_TO = {1e3 * w_to:.2f} meV")
print(f"sheet height d = {d:.2f} nm, wavevector q = {q:.2f} nm^-1")
print(f"e^2/eps_v = {E2_OVER_EPSV:.4f} eV nm")
print("SURFACE MODE")
print(f"hbar w_s = {1e3 * w_s:.3f} meV")
print(f"w_s/(2 pi) = {w_s * const.e / const.h / 1e12:.3f} THz")
print(f"hbar w_LO = {1e3 * w_lo:.3f} meV")
print(f"eps(w_s) = {dielectric(w_s, *model):.6f} (dimensionless)")
print("COUPLING")
print(f"1/(eps_inf+1) = {1 / (eps_inf + 1):.4f} (dimensionless)")
print(f"1/(eps_0+1) = {1 / (eps_0 + 1):.4f} (dimensionless)")
print(f"strength S = {S:.4f} (dimensionless)")
print(f"exp(-2qd) = {np.exp(-2 * q * d):.5f} (dimensionless)")
print(f"A|M_q|^2, formula = {coupling_squared(q, d, *model):.6f} eV^2 nm^2")
print(f"A|M_q|^2, diagonalised = {numeric_coupling:.6f} eV^2 nm^2")
print(f"hbar w_s, diagonalised = {1e3 * numeric_energy:.3f} meV")
print("TABLE: q (nm^-1), A|M_q|^2 (eV^2 nm^2) at d = 0.5 and 1.0 nm")
for k in (0.2, 0.5, 1.0, 2.0):
    near = coupling_squared(k, 0.5, *model)
    far = coupling_squared(k, 1.0, *model)
    print(f"{k:.1f}  {near:.6f}  {far:.6f}")
print("FIXED POINT CHARGE AT HEIGHT d")
print(f"static image energy = {1e3 * image_static:.2f} meV")
print(f"clamped-lattice image energy = {1e3 * image_clamped:.2f} meV")
print(f"phonon relaxation energy = {1e3 * phonon_shift:.2f} meV")
print("RETARDATION")
print(f"w_s/c = {q_light:.3e} nm^-1")
print(f"relative shift of w_s at q = 10 w_s/c: {retarded_shift:.3e}")
print("LARGEST DEVIATIONS IN THE TESTS (dimensionless)")
print(f"surface frequency, 3 cases: {max(freq_errors):.1e}")
print(f"squared coupling, 3 cases: {max(coupling_errors):.1e}")
print(f"share of bulk modes in coupling: {max(bulk_shares):.1e}")
print(f"bulk modes off w_TO or w_LO: {max(bulk_errors):.1e}")
print(f"response against phonon exchange: {max(response_errors):.1e}")
print("every check passed")
```

Output:

```
MODEL INPUT
eps_inf = 3.0, eps_0 = 9.0 (dimensionless)
hbar w_TO = 50.00 meV
sheet height d = 0.50 nm, wavevector q = 0.50 nm^-1
e^2/eps_v = 18.0951 eV nm
SURFACE MODE
hbar w_s = 79.057 meV
w_s/(2 pi) = 19.116 THz
hbar w_LO = 86.603 meV
eps(w_s) = -1.000000 (dimensionless)
COUPLING
1/(eps_inf+1) = 0.2500 (dimensionless)
1/(eps_0+1) = 0.1000 (dimensionless)
strength S = 0.1500 (dimensionless)
exp(-2qd) = 0.60653 (dimensionless)
A|M_q|^2, formula = 0.130150 eV^2 nm^2
A|M_q|^2, diagonalised = 0.130150 eV^2 nm^2
hbar w_s, diagonalised = 79.057 meV
TABLE: q (nm^-1), A|M_q|^2 (eV^2 nm^2) at d = 0.5 and 1.0 nm
0.2  0.439212  0.359596
0.5  0.130150  0.078940
1.0  0.039470  0.014520
2.0  0.007260  0.000983
FIXED POINT CHARGE AT HEIGHT d
static image energy = -575.99 meV
clamped-lattice image energy = -359.99 meV
phonon relaxation energy = -215.99 meV
RETARDATION
w_s/c = 4.006e-04 nm^-1
relative shift of w_s at q = 10 w_s/c: -7.548e-04
LARGEST DEVIATIONS IN THE TESTS (dimensionless)
surface frequency, 3 cases: 3.2e-08
squared coupling, 3 cases: 3.3e-05
share of bulk modes in coupling: 1.1e-25
bulk modes off w_TO or w_LO: 4.2e-13
response against phonon exchange: 4.4e-16
every check passed
```
